Two Oxide Barriers and a Trap: Why Transmissions Need Not Multiply

**The argument under review**

The submission considers an electron that passes from silicon to silicon through 2.0 nm of oxide with a trap in the middle. It reasons as follows: "The electron must first cross the barrier before the trap and then the barrier behind it. Each crossing has a probability of about 1.8 × 10⁻⁴. Both must happen, so the probabilities multiply, and the transmission is about 3.2 × 10⁻⁸ whatever the energy of the trap level."

The single-barrier value is right for the stated model. The multiplication is the weak step. It counts an electron that enters the trap region and leaves through the second barrier at the first attempt. An electron turned back by the second barrier is still between the barriers, and the argument does not say what becomes of it.

**1. The model and the single barrier**

I take one dimension, no applied voltage, elastic motion and one electron. Energies are measured from the silicon band edge. The layers have effective masses m in units of the free-electron mass, and ψ and φ = ψ'/m are continuous at each interface, which keeps the particle flux continuous. The parameters are rough typical ones: an oxide barrier of 3.1 eV, oxide mass 0.5, and silicon mass 0.9 for motion across the oxide. This silicon mass belongs to the two conduction valleys whose long axis is normal to a (100) interface; the other four valleys are left out. The trap is a model well of width w = 0.6 nm, with its bottom 0.8 eV below the silicon band edge and the oxide mass. A barrier of width b = 0.7 nm stands on each side.

Let k_s and k be the wavenumbers in silicon and in the well, κ the decay constant in the oxide, and

a = k_s/m_s,  c = k/m_ox,  g = κ/m_ox.

For the first barrier, let the outgoing wave in the well material have ψ = 1 and φ = ic at the barrier's right face. Inside the barrier ψ'' = κ²ψ, so at its left face

ψ = cosh κb − (ic/g) sinh κb,
φ = ic cosh κb − g sinh κb.

In silicon the incident amplitude A and reflected amplitude B obey ψ = A + B and φ = ia(A − B). Hence

A = ½[ψ + φ/(ia)]
  = ½[(1 + c/a) cosh κb + i(g/a − c/g) sinh κb].

The transmission is a ratio of fluxes, (c/a)/|A|², which gives

T1 = 4ac / [(a + c)² cosh²κb + (g − ac/g)² sinh²κb].

At the trap level found below, a = 2.052, c = 7.041, g = 12.456 and κ = 6.228, all in nm⁻¹. Then κb = 4.36 and both squared hyperbolic functions are about 1530. The numerator is 57.8 and the denominator about (82.7 + 127.6) × 1530, so T1 = 1.80 × 10⁻⁴. The formula is unchanged when a and c are exchanged. The second barrier, crossed from well to silicon, therefore has T2 = T1 at the same energy.

**2. What happens to the electron that is turned back?**

Let t1 and t2 be amplitudes normalised to flux, so that |t1|² = T1 and |t2|² = T2. Let r1 and r2 be the reflection amplitudes of the two barriers seen from inside the well, with |r1|² = R1 = 1 − T1 and |r2|² = R2 = 1 − T2. The first passage contributes t1t2e^{ikw}. Each further round trip multiplies the contribution by

λ = r1r2e^{2ikw} = √(R1R2) e^{iθ},

where θ is the phase of a complete round trip, including both reflections. These alternatives lead to the same final state and leave no record of the number of trips, so their amplitudes add:

t = t1t2e^{ikw}(1 + λ + λ² + …) = t1t2e^{ikw}/(1 − λ).

The series converges because |λ| < 1. With ρ = √(R1R2),

|1 − λ|² = 1 − 2ρ cos θ + ρ² = (1 − ρ)² + 4ρ sin²(θ/2),

and therefore

T = T1T2 / [(1 − ρ)² + 4ρ sin²(θ/2)].

The submission has kept the first term of the series. That is a good approximation when ρ ≪ 1, that is, when at least one barrier reflects little. Here ρ = 1 − 1.8 × 10⁻⁴, the opposite limit.

For equal barriers ρ = R = 1 − T1, so (1 − ρ)² = T1² and

T = 1 / [1 + (4R/T1²) sin²(θ/2)].

At θ = 0, or any multiple of 2π, the transmission is one. This does not require T1 to be large. A search for the maximum in the wave solution of the whole structure gives 1.000000, which is 3.1 × 10⁷ times the product.

**3. Where does the missing reflection go?**

The author may object that the first barrier reflects nearly everything before the electron can "know" about the second. In a steady state the total reflected wave has two parts: the direct reflection, with amplitude r_L, and the wave leaking back out of the well.

Two properties of the first barrier are needed. First, for two solutions at the same energy, one incident from each side, the combination ψ_Lφ_R − φ_Lψ_R is independent of position. With flux-normalised waves it equals −2it′ on the left and −2it1 on the right, where t′ is the amplitude for leaving the well through this barrier. Hence t′ = t1. Second, flux must be conserved for every relative phase of waves arriving from both sides. The cross terms must then vanish: r_L* t1 + t1* r1 = 0, or

r_L = −r1* t1/t1*.

The total reflected amplitude is

r = r_L + t1² r2e^{2ikw}/(1 − λ).

For equal barriers at resonance λ = R, so r2e^{2ikw} = R/r1 = r1*, and 1 − λ = T1 = t1t1*. The second term becomes r1* t1/t1*, which cancels r_L. The leaking wave is as strong as the direct reflection because the well has filled: since T2 times the rightward flux inside must equal the transmitted flux, that inside flux is 1/T1, about 5600 times the incident flux.

The filling takes many trips. Keeping N terms of the series at resonance gives

T_N = T1²[(1 − R^N)/(1 − R)]² = (1 − R^N)².

N = 1 returns the submission's answer. One half is passed when R^N falls below 1 − 1/√2 = 0.293, which takes 6832 round trips after the first passage.

**4. At what energy, and how sharply?**

The level follows from θ = 0. For the phase it is enough here to treat each barrier as thick. A decaying wave in the oxide has φ = −gψ, so a wave of unit amplitude in the well obeys ic(1 − r) = −g(1 + r). This gives

r = (c − ig)/(c + ig) = exp[−2i arctan(g/c)].

Since well and oxide have the same mass, g/c = κ/k and

θ = 2kw − 4 arctan(κ/k).

The lowest level has kw/2 = arctan(κ/k). The solution with barriers of finite width gives E_r = 0.1444 eV and k = 3.521 nm⁻¹; both sides of the condition are then 1.056.

To find the slope, note that k² + κ² does not depend on energy, so dκ/dE = −(k/κ) dk/dE. The derivative of arctan(κ/k) is then −(1/κ) dk/dE, and

dθ/dE = 2(w + 2/κ) dk/dE.

The wave penetrates the oxide, which adds an effective length 1/κ on each side. With ħ²/(2m₀) = 0.0381 eV nm², where m₀ is the free-electron mass, dk/dE = 0.5/(2 × 0.0381 × 3.521) = 1.864 nm⁻¹ eV⁻¹. The slope is 2 × 0.921 × 1.864 = 3.43 rad/eV.

The transmission is one half when 4R sin²(θ/2) = T1², or θ ≈ ±T1/√R for small T1. The full width at half maximum is therefore

Γ = 2T1/(√R dθ/dE) = 2 × 1.797 × 10⁻⁴/3.434 eV = 0.105 meV.

The half-maximum points of the whole-structure solution are 0.1047 meV apart, and the complex-energy pole of that solution gives the same width.

The width also has a reading in time. One round trip lasts ħ dθ/dE = 2.26 fs, and the electron has a chance T1 of leaving at each of two barriers. Its lifetime is 2.26 fs/(2T1) = 6.3 ps, equal to ħ/Γ. Thicker equal barriers leave the peak at one but make it narrower and slower to build up.

**5. Is the product at least right away from resonance?**

Not in general. When R is close to one and θ lies well outside the narrow peak,

T ≈ T1²/[4 sin²(θ/2)].

At 0.1 eV above the level, nearly a thousand widths away, T is 7.0 × 10⁻⁷ and the product at that energy is 7.8 × 10⁻⁸, a ratio of 9. The two agree near |sin(θ/2)| = ½, or |θ| = π/3. The slope at resonance would put this at 1.047/3.434 = 0.305 eV above the level; the full solution puts it at 0.326 eV. The difference has the expected sign, because dk/dE falls as k grows and this outweighs the growth of 1/κ here.

If θ is turned to π by widening the well at fixed energy, T falls to its minimum T1²/(1 + R)² = 8.1 × 10⁻⁹, one quarter of the product. Interference can therefore put the true value on either side of the submission's estimate.

**6. Would loss of phase memory rescue the product?**

Suppose that the phase is lost on every trip but no electron is lost. Probabilities then add:

T_inc = T1T2(1 + R1R2 + (R1R2)² + …) = T1T2/(1 − R1R2).

For equal barriers 1 − R² = T1(2 − T1), so T_inc = T1/(2 − T1) ≈ T1/2 = 9.0 × 10⁻⁵. The electron enters with probability T1 and then leaves by either side with nearly equal chance. This is still about 2800 times the product.

The same value is the average of the coherent result over a full turn of θ. Expanding 1/|1 − λ|² as a double series, all terms with unequal powers of λ and λ* average to zero, leaving 1 + ρ² + ρ⁴ + … = 1/(1 − R1R2). Scanning the well width through a full turn at fixed energy gives a mean of 8.986 × 10⁻⁵, in agreement.

To obtain the product with strongly reflecting barriers and no phase memory, one must remove each electron that the second barrier turns back. Losing its phase is not enough.

**7. How much does the symmetry matter?**

For small unequal T1 and T2, 1 − ρ ≈ (T1 + T2)/2, and the peak becomes

T_peak ≈ 4T1T2/(T1 + T2)².

Equal values give one; if T1 ≪ T2, the peak is about 4T1/T2. Now move the trap by δ while holding the oxide thickness fixed. The main change is in the exponentials, so T1 and T2 acquire factors e^{−2κδ} and e^{+2κδ}, and

T_peak ≈ 4/(e^{2κδ} + e^{−2κδ})² = 1/cosh²(2κδ).

For δ = 0.1 nm, 2κδ = 1.25 and the estimate is 0.283. The full solution has barrier transmissions 5.2 × 10⁻⁵ and 6.2 × 10⁻⁴ and a peak of 0.282. The submission should therefore not replace "the product" by "one" for every trap.

**8. What survives at room temperature?**

At small voltage the current in one channel is governed by T averaged with the weight −df/dE, where f is the Fermi function. With the Fermi level at E_r, this weight is 1/(4k_BT) at its centre. Near resonance T is a Lorentzian of height one and area πΓ/2. Since Γ ≪ k_BT,

⟨T⟩ ≈ πΓ/(8k_BT) = π × 0.1047/(8 × 25.85) = 1.6 × 10⁻³

at 300 K. Direct integration agrees. The average is far below one, yet 4.9 × 10⁴ times the product. It also exceeds T1/2, because the thermal window covers only a small part of a full turn of θ and is centred on the peak.

Dephasing can be added by letting a small fraction s = Γφ dθ/dE of the electrons in the well lose phase per round trip and leave later, at the same energy, equally to both sides. At resonance the loss changes 1 − |λ| from T1 to T1 + s/2. Since T1 ≈ ½Γ dθ/dE, the coherent part is

T_c = [T1/(T1 + s/2)]² = [Γ/(Γ + Γφ)]².

The rightward flux in the well is T_c/T1, so the dephased flux is sT_c/T1 = (2Γφ/Γ)T_c. Half of it leaves to the right:

T = T_c(1 + Γφ/Γ) = Γ/(Γ + Γφ).

For an assumed Γφ of 20 meV, s is 0.07 and the transmission at the level is 5.2 × 10⁻³. A calculation with an absorbing well and equal re-emission gives the same value.

**9. Comparison with a real oxide**

Oxides near 2 nm between heavily doped silicon electrodes are a real case, and the barrier and masses are rough values for it. The well is not an identified defect; its depth was chosen to place a level near the Fermi energy of such electrodes. For the same thickness without a trap the model gives 6.2 × 10⁻¹². This number depends exponentially on the oxide mass, which is a fitted quantity: the exponent 2κ × 2.0 nm is about 25 and scales as the square root of the mass, so a mass of 0.4 would raise the transmission about tenfold.

Several idealisations fail in a device. A bias of 0.1 V, or 0.5 MV/cm, leaves the peak at 0.95 but moves the level by −50 meV, hundreds of widths. This field is low: breakdown lies roughly near 10 MV/cm. In-plane motion matters as well. For flat interfaces and a trap that is a uniform sheet the in-plane wavenumber is conserved (a point defect does not conserve it), so with a silicon in-plane mass of 0.19 an in-plane energy k_BT costs only 0.19/0.5 as much in the oxide, which shifts the resonant normal energy by −16 meV. The shift is −0.62 times the in-plane energy, and in degenerate electrodes occupied states reach in-plane energies well above k_BT. If the trap is a localised defect about as small as the well is wide, a second electron on it would sit roughly w/2 = 0.3 nm from the first. With e²/(4πε₀) = 1.44 eV nm and a relative permittivity of about 3.9, the Coulomb energy is 1.44/(3.9 × 0.3) eV, of order 1 eV, so the one-electron picture does not describe double occupation.

The model trap is also a uniform sheet, whereas a defect is a point. The silicon area per in-plane channel, for one valley and one spin at energy E_r, is 4π/k_∥² = 17 nm², with k_∥ the in-plane wavenumber at that energy. Unit transmission of one channel is thus not unit transmission of a whole gate. Finally, the lifetime spans about 90 periods of a 0.06 eV oxide vibration (a rough value). The lattice has time to respond to the trapped electron, and that relaxation, which can shift the level and make the passage inelastic, is not calculated here.

**Requested revision**

The author should call 3.2 × 10⁻⁸ the single-passage probability and state what removes the internally reflected electrons if it is to stand as the transmission. If nothing removes them, the position of the trap and the phase memory must be specified before a number can be given; where phase is kept, so must the electron's energy relative to the trap level. The numerical output lists the values for the present case.

Calculated quantities

```
oxide barrier: 3.1 eV; well bottom: -0.8 eV
masses Si normal, Si in-plane, oxide: 0.9, 0.19, 0.5 m0
each barrier: 0.7 nm; well: 0.6 nm; oxide: 2.0 nm
temperature: 300 K; kT: 25.85 meV
hbar^2/(2 m0): 0.03810 eV nm^2
trap level E_r: 0.1444 eV
k in silicon: 1.847 1/nm; k in well: 3.521 1/nm
kappa in oxide: 6.228 1/nm
a, c, g (k/m): 2.052, 7.041, 12.456 1/nm
single barrier T1 = T2: 1.797e-04
product T1*T2: 3.230e-08
coherent peak found by search: 1.000000
peak / product: 3.10e+07
incoherent sum: 8.986e-05
mean of coherent T over full phase turn: 8.986e-05
lowest coherent T over phase turn: 8.076e-09
same oxide without trap: 6.246e-12
phase slope dtheta/dE: 3.434 rad/eV
round-trip time: 2.261 fs
width Gamma from formula: 0.1047 meV
width at half maximum: 0.1047 meV
width from complex pole: 0.1047 meV
lifetime hbar/Gamma: 6.29 ps
round trips until T exceeds 1/2: 6832
0.1 eV above level: T = 7.006e-07
0.1 eV above level: product = 7.824e-08
0.1 eV above level: T / product = 8.95
T equals product at E_r + 0.326 eV
thermal average of T: 1.588e-03
pi Gamma/(8 kT): 1.590e-03
thermal average / product: 4.92e+04
kT / Gamma: 247
trap displaced by 0.1 nm: peak 0.282
  its T1, T2: 5.17e-05, 6.24e-04
  sech^2(2 kappa delta): 0.283
bias 0.1 V, field 0.50 MV/cm: peak 0.950
  level moves by -50.0 meV
in-plane energy kT moves level by -16.0 meV
probability inside the well: 0.916
dephasing width = Gamma: T = 0.500
dephasing width 20 meV: T = 5.21e-03
rough phonon energy: 0.06 eV; period: 68.9 fs
lifetime / phonon period: 91
rough relative permittivity of oxide: 3.9
rough Coulomb energy of second electron: 1.23 eV
silicon area per in-plane channel: 17.4 nm^2
```
